# The electron-phonon vertex when the overlap moves with the atoms, part 3

The problem is the electron-phonon vertex when the overlap \(S\) moves with the atoms, \(\tau_l=R_l+u\,d_l\). Hartree atomic units; a prime means \(d/du\) at \(u=0\).

Smooth states obey \(\tilde H\tilde\psi_n=\varepsilon_nS\tilde\psi_n\), \(\langle\tilde\psi_m|S|\tilde\psi_n\rangle=\delta_{mn}\). Write \(O_{mn}=\langle\tilde\psi_m|O|\tilde\psi_n\rangle\), \(h=\tilde H'\), \(s=S'\), \(c_{mn}=\langle\tilde\psi_m|S|\tilde\psi_n'\rangle\), \(\bar\varepsilon=(\varepsilon_m+\varepsilon_n)/2\).
\[
\Gamma^R_{mn}-\varepsilon_n'\delta_{mn}+(\varepsilon_m-\varepsilon_n)c_{mn}=0,\qquad\Gamma^R_{mn}\equiv h_{mn}-\varepsilon_ns_{mn}. \tag{1}
\]
\[
\varepsilon_n'=h_{nn}-\varepsilon_ns_{nn},\qquad c_{mn}=\frac{\Gamma^R_{mn}}{\varepsilon_n-\varepsilon_m}. \tag{2}
\]
\[
c_{nm}^*+s_{mn}+c_{mn}=0. \tag{3}
\]
\[
\Gamma^{\rm sym}_{mn}=h_{mn}-\bar\varepsilon s_{mn},\qquad\Gamma^R_{mn}-\Gamma^{\rm sym}_{mn}=(\bar\varepsilon-\varepsilon_n)s_{mn}=\tfrac12(\varepsilon_m-\varepsilon_n)s_{mn}. \tag{4}
\]
Degenerate levels shift by the eigenvalues of \(h-\varepsilon s\) (section 2). On shell means \(\varepsilon_m=\varepsilon_n\).

All-electron states are \(\Psi_n=T\tilde\psi_n\), with \(\tilde H=T^{\dagger}HT\), \(S=T^{\dagger}T\), \(B=T^{\dagger}T'\), \(A=(B-B^{\dagger})/2\), \(G_{mn}=\langle\Psi_m|H'|\Psi_n\rangle\).
\[
G_{mn}=h_{mn}-\varepsilon_n(B^{\dagger})_{mn}-\varepsilon_mB_{mn}. \tag{5}
\]
\[
G_{mn}=\Gamma^R_{mn}+(\varepsilon_n-\varepsilon_m)B_{mn}=\Gamma^{\rm sym}_{mn}+(\varepsilon_n-\varepsilon_m)A_{mn}. \tag{6}
\]
Rigid translation:
\[
G_{mn}=\langle\Psi_m|H\nabla-\nabla H|\Psi_n\rangle=(\varepsilon_m-\varepsilon_n)\langle\Psi_m|\nabla|\Psi_n\rangle. \tag{7}
\]
\[
\Gamma^R_{mn}=(\varepsilon_m-\varepsilon_n)\langle\tilde\psi_m|S\nabla|\tilde\psi_n\rangle. \tag{8}
\]
Moving atoms:
\[
iS\dot{\tilde\psi}=(\tilde H-i\dot uB)\tilde\psi, \tag{9}
\]
Orthogonalized vertex, with \(Y=S^{1/2}\), \(H_L=Y^{-1}\tilde HY^{-1}\), \(r_a\) the eigenvalues of \(Y\):
\[
A^L_{ab}=\frac12\,\frac{r_a-r_b}{r_a+r_b}\,s_{ab},\qquad G^L_{mn}=\langle Y\tilde\psi_m|H_L'|Y\tilde\psi_n\rangle=\Gamma^{\rm sym}_{mn}+(\varepsilon_n-\varepsilon_m)A^L_{mn}. \tag{11}
\]

PAW has \(T=1+\sum_i|\chi_i\rangle\langle p_i|\), \(\chi_i=\phi_i-\tilde\phi_i\), \(P_{in}=\langle p_i|\tilde\psi_n\rangle\), \(P'_{in}=\langle p_i|\nabla\tilde\psi_n\rangle\), \(Q_{ij}=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j\), \(q_{ij}=\int Q_{ij}\,dx\), \(\Delta_{ij}=\langle\phi_i|\nabla\phi_j\rangle-\langle\tilde\phi_i|\nabla\tilde\phi_j\rangle\). Completeness means \(f=\sum_i\tilde\phi_i\langle p_i|f\rangle\) inside the sphere.
\[
s_{mn}=\sum_{ij}q_{ij}\left(P^*_{im}P'_{jn}+P'^*_{im}P_{jn}\right), \tag{13}
\]
\[
A_{mn}=-\sum_{ij}P^*_{im}\Delta_{ij}P_{jn}+\frac12\sum_{ij}q_{ij}\left(P^*_{im}P'_{jn}-P'^*_{im}P_{jn}\right). \tag{14}
\]
\[
K(x)=|x\rangle\langle x|+\sum_{ij}Q_{ij}(x)|p_i\rangle\langle p_j|,\qquad T^{\dagger}VT=\int V K\,dx,\qquad\int K\,dx=S. \tag{15}
\]
Section 7: \(\tilde H=\hat t+\sum_{ij}D^0_{ij}|p_i\rangle\langle p_j|+\int VK\,dx\), \(\hat t\) kinetic, \(V=v_{\rm ion}+v_{\rm Hxc}[n]\), \(D_{ij}=D^0_{ij}+\int VQ_{ij}\), \(Q'_{ij}=-\nabla Q_{ij}\).
\[
\Gamma^{\rm sym}_{mn}=\int V'K_{mn}\,dx+\sum_{ij}\Big(\int VQ'_{ij}\,dx\Big)P^*_{im}P_{jn}+\sum_{ij}\left(D_{ij}-\bar\varepsilon q_{ij}\right)\left(P^*_{im}P'_{jn}+P'^*_{im}P_{jn}\right), \tag{16}
\]

Screening uses \(\gamma=\sum_nf_n|\tilde\psi_n\rangle\langle\tilde\psi_n|\), Fermi occupations \(f_n=f(\varepsilon_n-\mu)\), \(\bar f=(f_m+f_n)/2\), \(F_{mn}=(f_n-f_m)/(\varepsilon_n-\varepsilon_m)\), \(F_{nn}=\partial f/\partial\varepsilon\), \(a(x)=\sum_nF_{nn}K_{nn}(x)\), \(F_\Sigma=\sum_nF_{nn}\), \(W=\delta v_{\rm Hxc}/\delta n\), \(\Gamma^0=\Gamma^{\rm sym}-\int V'K\).
\[
\gamma'_{mn}=F_{mn}\Gamma^{\rm sym}_{mn}-\bar f\,s_{mn}-\delta_{mn}F_{nn}\mu'. \tag{17}
\]
\[
n'(x)=\sum_{mn}\gamma'_{mn}K_{nm}(x)+\sum_nf_nK'_{nn}(x). \tag{18}
\]
\[
\mu'=\frac{\sum_nF_{nn}\Gamma_{nn}}{\sum_nF_{nn}}. \tag{19}
\]
\[
\chi_0(x,x')=\sum_{mn}F_{mn}K_{nm}(x)K_{mn}(x')-\frac{a(x)a(x')}{F_\Sigma},
\]
\[
n_0'=\sum_{mn}K_{nm}\left(F_{mn}\Gamma^0_{mn}-\bar fs_{mn}\right)-\frac{a}{F_\Sigma}\sum_nF_{nn}\Gamma^0_{nn}+\sum_nf_nK'_{nn}. \tag{20}
\]
\[
V'=(1-W\chi_0)^{-1}\left(v'_{\rm ion}+Wn_0'\right). \tag{21}
\]
For an exact invertible map and wholly local potential, \(n_0'=0\) (section 8).

## 9. Phonons in a crystal

For one atom of mass \(M\) per cell and \(N\) cells, \(u_l=\sum_q(2NM\omega_q)^{-1/2}e^{iqR_l}(b_q+b^{\dagger}_{-q})\) in one dimension. First-order operators are linear in the pattern, so with \(O_l\) the operator for unit displacement of atom \(l\), \(O_q=\sum_le^{iqR_l}O_l=O_{\cos}+iO_{\sin}\). The coupling is \(N^{-1/2}\sum g\,c^{\dagger}_{mk+q}c_{nk}(b_q+b^{\dagger}_{-q})\) with
\[
g_{mn}(k,q)=(2M\omega_q)^{-1/2}G_{mn}(k,q),
\]
and \(G\) from (5) or (6) between \(\tilde\psi_{mk+q}\) and \(\tilde\psi_{nk}\) normalized over the \(N\) cells. A translation by \(R\) multiplies \(O_q\) by a phase of wave number \(q\), so it connects \(k\) only to \(k+q\) modulo a reciprocal vector, and each cell contributes equally. For a given crystal potential and a given \(V'\), \(G\) is therefore independent of \(N\). The self-consistent \(V'\) itself still depends on \(N\), because the number of cells fixes the k points that enter the screening. In (5) the symbol \(B^{\dagger}\) stands for \(\sum_le^{iqR_l}B_l^{\dagger}\), which is the adjoint of \(B_{-q}\) and not of \(B_q\). For \(q\) not a reciprocal vector all diagonal elements vanish and \(\mu'=0\) by (19).

Three facts about the pair \(-k_F,+k_F\) joined by \(q=2k_F\) are used below. First, the real pattern \(\cos qR_l\) is half the sum of the \(q\) and \(-q\) patterns. If \(-q\) does not also take \(-k_F\) to \(k_F\), the degenerate matrix of section 2 has zero diagonal and off-diagonal element \(\Gamma_q/2\); its eigenvalues are \(\pm|\Gamma_q|/2\) and the splitting is \(|\Gamma_q|u\). The second-order shifts enter the splitting with opposite sign at \(+u\) and \(-u\), because the upper and lower branches exchange, so the average over the two signs removes them. In a chain with inversion symmetry about an atom, inversion maps the cosine pattern at \(+u\) onto that at \(-u\), so the two splittings are equal and this second-order contribution already vanishes. Second, with real operators \(\tilde\psi_{-k}=\tilde\psi_k^*\) up to a phase and each \(A_l\) is real antisymmetric, so \(\langle\tilde\psi_k|A_q|\tilde\psi_{-k}\rangle=\sum_{ab}\tilde\psi^*_a(A_q)_{ab}\tilde\psi_b^*=0\). Third, if the chain has inversion symmetry about an atom, inversion followed by complex conjugation leaves \(k\) fixed and sends \(O_q\to-O_q\), since inversion maps \(O_l\to-O_{-l}\) and conjugation restores the phase factor. With states chosen invariant under this operation all elements of \(h,s,A\) are purely imaginary. For a given pair they share one phase, and real numbers are quoted with that phase fixed so that \(G\) (on shell, \(h-\varepsilon s\)) is positive.

## 10. A six-cell chain

The model is a periodic spinless chain with round parameters: six cells of \(a=3\) bohr, four electrons, \(kT=0.02\) Ha. Each atom carries a well \(-V_0e^{-y^2/2\sigma^2}\) with \(V_0=1\) Ha and \(\sigma=0.6\) bohr, \(y=x-\tau_l\). A constant potential of 1 Ha sets the energy zero. The interaction is \(v_{\rm Hxc}=Wn\) with a repulsive Gaussian kernel of height 0.5 Ha and width 0.5 bohr. With \(t=y/\sigma'\), each atom has two projectors \(e^{-t^2/2}\) and \(te^{-t^2/2}\) of width \(\sigma'=0.6\) bohr, not normalized. Two nonorthogonal versions are built.

Version T has \(T=1+\sum|\chi_i\rangle\langle p_i|\) with \(\chi_0=0.4(1-t^2/2)e^{-t^2/2}\) and \(\chi_1=0.4\,te^{-t^2/2}\) of width 0.5 bohr, and uses \(\tilde H=T^{\dagger}HT\), \(K=T^{\dagger}|x\rangle\langle x|T\) exactly, so no completeness is assumed. The same chain with \(T=1\) is its all-electron reference. Version US has the form of section 7 with \(Q_{ij}=c_{i+j}t^{i+j}e^{-t^2/2}\), \((c_0,c_1,c_2)=(0.5,0.2,0.3)\), width 0.5 bohr, and \(D^0=\mathrm{diag}(0.3,0.2)\) in atomic units. It does not come from a PAW map: there \(Q_{ij}(x)=\phi_i\phi_j-\tilde\phi_i\tilde\phi_j\) has at most one positive eigenvalue at each \(x\), while here the trace is positive and the determinant is \((c_0c_2-c_1^2)t^2e^{-t^2}=0.11\,t^2e^{-t^2}\), so both eigenvalues are positive for \(t\neq0\). The rank of \(K(x)\) alone would not decide this: \(T^{\dagger}|x\rangle\langle x|T\) has rank one, but the PAW form (15) has rank up to three and agrees with it only on functions that obey completeness.

Functions are sampled on 96 grid points with derivatives taken by Fourier transform. The generalized eigenproblem is diagonalized in full and iterated to self-consistency by density mixing. The analytic response uses (17) to (21) with all 96 states. The numerical derivative is a central difference of self-consistent solutions at \(u=\pm0.0002\) bohr.

### An irregular chain

To lift degeneracies and make \(\mu'\neq0\), the atoms are offset by \((0,\,0.2,\,-0.15,\,0.1,\,-0.25,\,0.05)\) bohr and the pattern is \(d=(0,\,1,\,0,\,0.5,\,0,\,0)\). Formula (19) and the central difference both give \(\mu'=0.025880\) Ha/bohr in version T and \(0.016515\) Ha/bohr in version US. The largest absolute differences between formula and central difference are, for T and US in turn, \(2.1\times10^{-8}\) and \(3.2\times10^{-8}\) bohr\(^{-2}\) for \(n'(x)\), \(8.1\times10^{-9}\) and \(2.4\times10^{-9}\) Ha/bohr for \(h_{mn}\) among the lowest twelve states, \(6.4\times10^{-9}\) and \(3.6\times10^{-9}\) Ha/bohr for \(\varepsilon_n'\) of the lowest six, and \(3.3\times10^{-7}\) per bohr for \(c_{mn}\) in both.

These are to be set against the effect of the overlap terms. Dropping \(\bar\varepsilon s\) and \(\bar fs\) from (17), with \(K'\) kept, changes \(n'\) by up to 0.13 bohr\(^{-2}\) (T) and 0.16 bohr\(^{-2}\) (US). Using \(h_{nn}\) for \(\varepsilon_n'\) errs by up to 0.019 and 0.030 Ha/bohr, comparable with \(\mu'\). This error is \(\varepsilon_ns_{nn}\), with \(|s_{nn}|\) reaching 0.023 and 0.035 per bohr, and its size depends on the chosen energy zero. So does the change of \(n'\), through \(\bar\varepsilon s\); the part from \(\bar fs\) does not depend on the zero, and without it \(\int n'=\sum_nf_ns_{nn}\) instead of zero. The source \(n_0'\) has largest magnitude \(1\times10^{-14}\) bohr\(^{-2}\) in version T, which is rounding noise on the zero derived in section 8, and 0.15 bohr\(^{-2}\) in version US.

### The on-shell vertex

In the regular chain \(k=2\pi j/L\), \(L=6a\), with \(j\) defined modulo 6. Four electrons fill \(j=0,\pm1\) of the lowest band and leave \(j=\pm2\) about half full. The wave vector \(q=2k_F\) has \(j_q=4\), \(q=1.39626\) per bohr. It takes \(j=-2\) to \(+2\), while \(-q\) takes \(-2\) to \(-6\equiv0\), so the condition for the splitting formula holds. Bloch states come from diagonalizing in the plane waves of each \(j\).

In version T, \(\mu=0.813352\) Ha and \(\varepsilon_F\equiv\varepsilon(\pm k_F)=0.813343\) Ha. The response gives \(h=0.088074\) Ha/bohr and \(s=-0.137571\) per bohr, so
\[
h-\varepsilon_Fs=0.088074+0.813343\times0.137571=0.088074+0.111892=0.199966\ \text{Ha/bohr}.
\]
The splitting of the pair under a cosine displacement, divided by \(u\) and averaged over both signs, is 0.199966 Ha/bohr. The all-electron chain, with \(V'\) from a central difference of its own self-consistent potential, also gives 0.199966 Ha/bohr. Replacing \(V'\) by \(v'_{\rm ion}\) defines a bare vertex, 0.303151 Ha/bohr, and screening reduces it by the factor \(0.199966/0.303151=0.66\). These values belong to six k points: with 24 or more cells at the same filling the vertex is 0.211 Ha/bohr and the factor 0.70.

To express this as \(g\), take \(M=20000\,m_e\) and \(\omega=0.001\) Ha, so \((2M\omega)^{-1/2}=40^{-1/2}=0.15811\) bohr and \(g=0.199966\times0.15811=0.0316\) Ha \(=860\) meV. The frequency is a chosen parameter and was not computed from the chain. The resulting \(g\) is far larger than \(\omega\) and larger than \(kT\), so these values only carry the vertices into an energy unit and describe no perturbative regime.

In version US, \(\mu=0.844028\) Ha, \(\varepsilon_F=0.843992\) Ha, \(h=-0.048911\) Ha/bohr, \(s=-0.209368\) per bohr, and \(h-\varepsilon_Fs=-0.04891+0.17670=0.12779\) Ha/bohr, against a splitting of 0.127793 Ha/bohr. Here \(h\) has the opposite sign to the vertex. The coefficients are \(q_{00}=0.5\times0.5\sqrt{2\pi}=0.62666\), \(q_{11}=0.3\times0.5\sqrt{2\pi}=0.37599\), \(D_{00}=0.55136\), \(D_{11}=0.45415\); the 01 elements vanish by parity about the atom. The terms of (16), in Ha/bohr, are

| term | value |
|---|---|
| \(\int V'\tilde\psi_m^*\tilde\psi_n\) | 0.136011 |
| \(\sum(\int V'Q)P^*P\) | 0.017890 |
| \(\sum(\int VQ')P^*P\) | \(-0.033687\) |
| \(\sum D\,(P^*P'+P'^*P)\) | \(-0.169125\) |
| \(-\varepsilon_F\sum q\,(P^*P'+P'^*P)\) | 0.176704 |

The first four add to \(h=-0.048911\) and all five to 0.127793. The last two are the largest and leave only 0.007579 together. Their separate sizes depend on the energy zero; their sum is set by \(D_{00}-\varepsilon_Fq_{00}=0.55136-0.52890=0.0225\) and \(D_{11}-\varepsilon_Fq_{11}=0.45415-0.31733=0.1368\). Repeating the self-consistent response with the constant potential raised by a further 1 Ha gives \(|h|=0.258279\) Ha/bohr, which is \(|h+s\times1\,\text{Ha}|=0.048911+0.209368\), while \(|h-\varepsilon s|\) stays at 0.127793. The bare vertex is 0.202077 Ha/bohr and the ratio of screened to bare is 0.63; in this version the ratio includes the source \(Wn_0'\) of (21) and is not a pure dielectric factor. The coupling is \(g=0.0202\) Ha \(=550\) meV.

### Off-shell vertices

Version T allows all four candidates to be set beside each other. Over all six \(k\) and the lowest three bands, (5) and (6) differ from the all-electron matrix elements by at most \(1.6\times10^{-8}\) Ha/bohr, and (11) differs from a central difference of \(S^{-1/2}\tilde HS^{-1/2}\) by at most \(3.9\times10^{-8}\) Ha/bohr (\(6.8\times10^{-8}\) in version US), on vertices of order 0.01 to 0.4 Ha/bohr for the pairs quoted here.

Take the intraband pair from \(j=-1\) to \(j=3\): \(\varepsilon_n=0.654140\), \(\varepsilon_m=0.965353\) Ha, so \(\varepsilon_m-\varepsilon_n=0.311213\) and \(\bar\varepsilon=0.809747\) Ha. With \(h=-0.010553\) Ha/bohr, \(s=-0.033803\) and \(A=-0.002400\) per bohr,
\[
\Gamma^{\rm sym}=-0.01055+0.80975\times0.033803=0.01682,
\]
\[
\Gamma^R=0.01682-\tfrac12\times0.31121\times0.033803=0.01156,\qquad G=0.01682+0.31121\times0.002400=0.01757,
\]
all in Ha/bohr. The all-electron value is 0.017565 and the orthogonalized one 0.015635. Relative to \(G\), \(\Gamma^R\) is low by 34%, \(\Gamma^{\rm sym}\) by 4% and \(G^L\) by 11%; in \(g\) the values are 75.6, 49.7, 72.4 and 67.3 meV for \(G\), \(\Gamma^R\), \(\Gamma^{\rm sym}\), \(G^L\). The vertex \(\Gamma^R\) for the reverse process weights \(s\) with \(\varepsilon_m\) and is \(-0.01055+0.96535\times0.033803=0.02208\), nearly twice the forward value. From (11), \(A^L=(0.015635-0.016818)/(-0.311213)=+0.0038\) per bohr, opposite in sign to the \(A\) of the true map.

For the interband pair from \(j=-2\), band 1, to \(j=2\), band 2: \(\varepsilon_n=0.813343\), \(\varepsilon_m=1.660293\) Ha, difference 0.846950, mean 1.236818. With \(h=0.049159\), \(s=-0.276385\), \(A=-0.035025\),
\[
\Gamma^{\rm sym}=0.04916+1.23682\times0.276385=0.39100,\qquad\Gamma^R=0.04916+0.81334\times0.276385=0.27396,
\]
\[
G=0.39100+0.84695\times0.035025=0.42066 .
\]
The all-electron value is 0.420662 and \(G^L=0.404010\) Ha/bohr. Relative to \(G\) the shortfalls are 35% for \(\Gamma^R\), 7% for \(\Gamma^{\rm sym}\) and 4% for \(G^L\). The symmetric vertex is closer to \(G\) than the orthogonalized one for the first pair and farther for the second.

For a rigid translation, with \(h\) from the self-consistent response to \(d_l=1\), equations (7) and (8) hold to \(3\times10^{-13}\) Ha/bohr in version T, and (8) to \(6\times10^{-13}\) Ha/bohr in version US, over the lowest three bands at \(j=1\). Between bands 1 and 2 of version T, \(|G|=0.4438\) and \(|\Gamma^R|=0.0761\) Ha/bohr, a factor of almost six. Both values obey their own sum rule, so satisfying (8) does not identify \(\Gamma^R\) with the all-electron vertex.

### Transitions that conserve energy

For absorption or emission of one phonon, \(|\varepsilon_m-\varepsilon_n|=\omega\), and (6) gives \(|G-\Gamma^{\rm sym}|=\omega|A|\) and \(|G-\Gamma^R|=\omega|B|\). The pair \(\pm k_F\) has \(A=0\) by time reversal, so the intraband pair above lends a size, although its states are not one phonon apart: \(\omega|A|=0.001\times0.00240=2.4\times10^{-6}\) Ha/bohr, or 0.010 meV in \(g\), about \(10^{-4}\) of that pair's 75.6 meV. With \(B=s/2+A=-0.0169-0.0024=-0.0193\) per bohr, the figure for \(\Gamma^R\) is eight times larger. For backscattering near \(\pm k_F\), \(B\approx s/2\) and \(\omega|B|=0.001\times0.0688\) Ha/bohr, about \(3\times10^{-4}\) of the vertex. Forward pairs are different: at small \(q\), \(G\) vanishes in proportion to \(q\), as does \(\varepsilon_m-\varepsilon_n\), so the relative difference does not shrink with \(\omega\). For the forward pair one phonon apart at \(k_F\), on a dense k mesh, \(\Gamma^R\), \(\Gamma^{\rm sym}\) and \(G^L\) differ from \(G\) by 2 to 5%. In this chain that pair has a vertex about a thousand times smaller than backscattering, so the choice among the vertices is immaterial for Fermi-surface averages of \(|g|^2\), provided the \(\varepsilon s\) term is included. This does not carry over to quantities dominated by small-\(q\) scattering. For the two off-shell pairs quoted above, 0.31 and 0.85 Ha apart, it reaches about 35%; the size depends on the pair.

## 11. Conditions

Equations (1) to (4) and (17) to (21) need only a Hermitian \(\tilde H\), a positive \(S\) and, for (18) to (21), a density operator \(K\) with \(\int K\,dx=S\) through which the local potential enters \(\tilde H\) as \(\int VK\,dx\). Equations (20) and (21) give \(V'\) in closed form only if \(V\) is the sole self-consistent part of \(\tilde H\); a nonlocal exchange term would bring the response of \(\gamma\) into \(\Gamma^0\). Equations (5) and (6) need in addition a map with \(\tilde H=T^{\dagger}HT\) and \(S=T^{\dagger}T\) at every \(u\) near zero, and that \(T\tilde\psi_n\) be an eigenstate of \(H\); in PAW this holds to the accuracy of the partial-wave expansion, which is built for a window of energies and cannot be assumed for states far above it. As consequences of a map \(T\), the one-centre forms (13) to (16) fail if spheres overlap, since \(\chi\) functions of different atoms then meet in \(T^{\dagger}T'\), and if the partial waves or cores are allowed to relax, since \(q_{ij}\) and \(D^0_{ij}\) then acquire derivatives. The screening is static and mean-field: a frequency-dependent response would carry the velocity term of (9), and with it \(A\), into (17); it was not treated. The time-reversal argument for \(A=0\) between \(k\) and \(-k\) used real operators and a single band, and does not carry over unchanged to spinors or to pairs in different bands.
